# Why once-per-period heat-flux sampling creates a spurious Green–Kubo conductivity

**Question.** A molecular-dynamics run of an ionic crystal contains a strong, weakly damped optical oscillation of the heat flux. Integrated continuously, the oscillation adds almost nothing to the thermal conductivity. Why can it add a large amount when the flux is saved exactly once per oscillation period?

**Answer.** The continuous integral is small because, in each period, the negative half of the flux correlation nearly cancels the positive half. Samples taken one period apart all fall on the same phase. They start on a crest, so they meet only crests, and the cancelling negative halves are never recorded. The saved data look like a positive, slowly decaying correlation, whose integral is the height of the oscillation times its damping time.

The period that matters is that of the *flux* oscillation. The saved values are taken to be instantaneous; averages over the interval behave differently, as shown below.

## Where the oscillating flux comes from

For one Cartesian component in a cubic crystal of volume $V$ at temperature $T$, the Green–Kubo formula is

$$\kappa=\int_0^\infty C(t)\,dt,\qquad C(t)=\frac{V}{k_BT^2}\langle J(0)J(t)\rangle .$$

Take $N$ pairs of ions with masses $m_1,m_2$. Let $h_i$ be the mean energy, including the virial part, that an ion of species $i$ transports per unit of its velocity. If $u_1,u_2$ are the mean velocities of the two sublattices, the flux contains

$$J_o=\frac NV(h_1u_1+h_2u_2).$$

At zero total momentum $m_1u_1+m_2u_2=0$. With $u=u_1-u_2$ this gives $u_1=m_2u/(m_1+m_2)$ and $u_2=-m_1u/(m_1+m_2)$, so

$$J_o=\frac{Nh}{V}u,\qquad h=\frac{m_2h_1-m_1h_2}{m_1+m_2}.$$

The relative motion has kinetic energy $N\mu u^2/2$, with $\mu=m_1m_2/(m_1+m_2)$. Classical equipartition gives $\langle u^2\rangle=k_BT/(N\mu)$. The initial height of the optical correlation is therefore

$$K=\frac{V}{k_BT^2}\,\frac{N^2h^2}{V^2}\,\frac{k_BT}{N\mu}=\frac{nh^2}{\mu T},\qquad n=\frac NV .$$

The number of pairs has cancelled, so a larger cell at the same density does not reduce $K$.

## Why the continuous integral vanishes

Model the relative displacement $x$, with $\dot x=u$, as a damped oscillator driven by thermal noise:

$$\ddot x+2g\dot x+\omega_s^2x=\text{noise},\qquad \omega^2=\omega_s^2-g^2>0 .$$

Multiply by $u(0)$ and average. Noise at later times is uncorrelated with $u(0)$, so $D(t)=\langle x(t)u(0)\rangle$ obeys the same equation without noise. In equilibrium $D(0)=\langle xu\rangle=0$, and $\dot D(0)=\langle u^2\rangle$. Hence

$$D(t)=\langle u^2\rangle e^{-gt}\frac{\sin\omega t}{\omega}.$$

Differentiating, and replacing $\langle u^2\rangle$ by $K$ to include the flux prefactors, gives

$$C_o(t)=Ke^{-gt}\left(\cos\omega t-\frac g\omega\sin\omega t\right),$$

$$\int_0^tC_o(s)\,ds=Ke^{-gt}\frac{\sin\omega t}{\omega}.$$

The running integral stays below $K/\omega$ in size and ends at zero. The reason is physical: this flux is the time derivative of a displacement that stays bounded, so it carries no energy over long distances.

A flux with a purely cosine correlation, $Ke^{-gt}\cos\omega t$, leaves a small remainder:

$$K\,\mathrm{Re}\int_0^\infty e^{(-g+i\omega)t}dt=K\,\mathrm{Re}\frac1{g-i\omega}=\frac{Kg}{g^2+\omega^2}.$$

For $g\ll\omega$ this is about $Kg/\omega^2$.

## What the saved values add up to

With saving interval $\Delta t$, the trapezoidal rule gives

$$\kappa_{\Delta t}=\Delta t\left[\tfrac12C(0)+\sum_{n=1}^{\infty}C(n\Delta t)\right].$$

The optical correlation can be written as

$$C_o(n\Delta t)=K\,\mathrm{Re}\left[\left(1+\frac{ig}{\omega}\right)z^n\right],\qquad z=e^{(-g+i\omega)\Delta t}.$$

Since $|z|<1$, the geometric series gives

$$\frac12+\sum_{n=1}^\infty z^n=\frac12+\frac z{1-z}=\frac{1+z}{2(1-z)},$$

and therefore

$$\kappa_{o,\Delta t}=\frac{K\Delta t}{2}\,\mathrm{Re}\left[\left(1+\frac{ig}{\omega}\right)\frac{1+z}{1-z}\right].$$

Now set $\Delta t=2\pi/\omega$. Then $e^{i\omega\Delta t}=1$ and $z=e^{-g\Delta t}$ is real, so the term with $ig/\omega$ has no real part. Multiplying numerator and denominator by $e^{g\Delta t/2}$ gives

$$\kappa_{o,\Delta t}=\frac{K\Delta t}{2}\coth\frac{g\Delta t}{2}
=\frac Kg\left[1+\frac{(g\Delta t)^2}{12}+\dots\right].$$

The expansion uses $\coth y=1/y+y/3+\dots$ and needs weak damping per period. Compared with the damped cosine's continuous integral, the sampled result is larger by a factor of about $(\omega/g)^2$. The same formula holds when $\Delta t$ is any whole multiple of the period.

At half a period, $z=-e^{-g\Delta t}$. The fraction is inverted and the result becomes

$$\kappa_{o,\Delta t}=\frac{K\Delta t}{2}\tanh\frac{g\Delta t}{2}\approx\frac{Kg\Delta t^2}{4}.$$

Crests and troughs now alternate and nearly cancel again.

## How closely must the interval match?

Define the spectrum $k(\nu)=\int_0^\infty C(t)\cos(\nu t)\,dt$, where $\nu$ is an angular frequency. Because $C$ is even in time, the trapezoidal sum is half the sum over all positive and negative sample times. Poisson's summation formula turns it into

$$\kappa_{\Delta t}=\frac{\Delta t}{2}\sum_{n=-\infty}^{\infty}C(n\Delta t)=\sum_{m=-\infty}^{\infty}k\!\left(\frac{2\pi m}{\Delta t}\right).$$

The wanted conductivity is the term $m=0$. The others are aliases: spectral weight at multiples of the saving frequency, counted as if it were at zero frequency.

For $g\ll\omega$, the product $\cos\nu t\cos\omega t$ contains $\tfrac12\cos[(\nu-\omega)t]$, which dominates when $\nu$ is near $\omega$. Thus

$$k(\nu)\approx\frac K2\,\frac{g}{g^2+(\nu-\omega)^2}.$$

The terms $m=1$ and $m=-1$ contribute equally. With detuning $\delta=\omega-2\pi/\Delta t$,

$$\kappa_{o,\Delta t}\approx\frac{Kg}{g^2+\delta^2}.$$

The artefact falls to half its peak when $|\delta|=g$. An exact match is therefore unnecessary, but the mismatch must not greatly exceed the damping rate.

## A numerical case

Consider a classical model in the regime of MgO at 300 K. The rough material parameters are a lattice constant of 0.42 nm, masses of 24.3 and 16.0 u, an optical frequency of 12 THz and a damping time $1/g=1$ ps. The transport energies $h_1=0.5$ eV and $h_2=-0.5$ eV are round choices, giving $h=0.5$ eV. With $n=53.99\ \mathrm{nm^{-3}}$ and $\mu=9.648$ u,

$$K=\frac{nh^2}{\mu T}=72.1\ \mathrm{W/(m\,K\,ps)}.$$

Add a slow acoustic correlation that decays exponentially in $\tau=5$ ps and carries 50 W/(m K).

The period is 83.33 fs, so $g\Delta t=0.0833$. The correction $(g\Delta t)^2/12$ is about 0.06%, and

$$\kappa_{o,\Delta t}\approx72.1\times1\ \mathrm{ps}\times1.0006=72.1\ \mathrm{W/(m\,K)}.$$

The continuous optical integral is zero; a damped cosine would leave 0.013 W/(m K). The apparent total rises from 50.0 to 122.1 W/(m K).

The acoustic part gives no warning. Its sampled sum is 50.001 W/(m K), because its relative error is only about $\Delta t^2/(12\tau^2)$. Nor does the running integral look suspicious. The once-per-period optical sum reaches 45.6 W/(m K) after 1 ps and 68.5 W/(m K) after 3 ps, approaching a plateau as a real relaxation would. The continuous running integral of the optical part never exceeds 0.94 W/(m K).

With the physical parameters fixed, changing the interval gives these optical contributions:

| Interval / period | Contribution, W/(m K) |
|---:|---:|
| 1.00 | 72.1 |
| 1.01 | 45.9 |
| 1.10 | 1.42 |
| 0.50 | 0.031 |
| 0.05 | 0.0002 |

The half-height detuning is $g/\omega=1.33\%$, which explains why a 1% mismatch leaves much of the artefact and a 10% mismatch removes most of it.

The effect also appears in simulated noisy trajectories of the oscillator: 300 runs of 100 ps, with correlations summed to 8 ps. Using all frames, 4.167 fs apart, gives $-0.003\pm0.004$ W/(m K). Keeping one frame per period from the same trajectories gives $76.9\pm2.3$ W/(m K), about two standard errors above the predicted 72.1. A longer run would narrow the statistical error, but the expected value would remain near $K/g$: this is a bias, not noise.

## How to remove it

One remedy is to save often enough to resolve the oscillation. Another is to save the average flux over each interval. Two times drawn from blocks $n$ intervals apart differ by $n\Delta t+r$, with a triangular distribution of $r$. The block correlation is therefore

$$C_B(n)=\frac1{\Delta t}\int_{-\Delta t}^{\Delta t}\left(1-\frac{|r|}{\Delta t}\right)C(n\Delta t+r)\,dr .$$

When all $n$ are summed, each time difference is covered by two neighbouring triangles whose heights add to one. Hence

$$\frac{\Delta t}{2}\sum_{n=-\infty}^{\infty}C_B(n)=\frac12\int_{-\infty}^{\infty}C(t)\,dt=\kappa .$$

For continuous averages and a fully converged correlation sum, this holds at any block length. In the example it returns 50.0 W/(m K), even with blocks one period long.

Changing the interval is a useful diagnostic if the oscillation frequency then lies many times $g$ away from every multiple of the new saving frequency. It is not by itself a cure: each nearby multiple still leaves roughly $Kg/\delta^2$, which need not be small beside $\kappa$ when $K$ is large. Doubling a one-period interval is no test, because the samples still fall on crests. The new interval may also match another oscillation.

A third remedy is to subtract $J_o$. This is allowed while the ions do not diffuse. Its zero-frequency spectrum vanishes, and the Cauchy–Schwarz inequality then makes its zero-frequency cross-spectrum with the remaining flux vanish too. For the same reason, assigning a constant amount of energy to one species rather than the other changes $h$ but not the true conductivity. The artefact does change, as $h^2$: doubling $h$ to 1 eV would raise it to about 288 W/(m K). In a melt or a fast-ion conductor the displacement is not bounded, and this argument fails.

## How far the example applies to MgO

A conductivity of some tens of W/(m K) and an optical frequency near 12 THz are reasonable rough values for MgO at room temperature. The value of $h$ is not a measured property; it depends on how a simulation divides energy between ions. The choice $h=0.5$ eV is small. In rigid-ion models that split each pair energy equally, both ions carry roughly $-10$ to $-20$ eV, and the mass factor $(m_2-m_1)/(m_1+m_2)=-0.206$ then gives $h$ of about 2 to 4 eV. Since every optical contribution scales as $h^2$, the once-per-period artefact would be about 1200 to 4600 W/(m K) at the same frequency and damping. The 10% mismatch would still leave about 23 to 91 W/(m K), and the continuous running integral would swing up to about 15 to 60 W/(m K). The 72 W/(m K) thus illustrates the mechanism and is not a prediction for an MgO simulation.

The artefact is also nearly proportional to the damping time, which is only roughly known here. At fixed frequency and $K$, 0.5 ps gives 36 W/(m K) and 2 ps gives 144 W/(m K). Correlation between acoustic and optical flux, omitted above, could change the once-per-period total by at most 0.46 W/(m K) for these two spectra, a bound that grows in proportion to $h$. The frequency shift caused by a 1 fs Verlet step would by itself lower the artefact by only 0.03%. Rounding the saving interval to a whole number of steps, 83 fs, matters more: the detuning formula then gives a loss of about 8%, or about 7% together with the Verlet shift, because the two detunings partly cancel.

Quantum statistics would raise the velocity variance by 29%, since $\hbar\omega/(k_BT)=1.92$; a classical simulation does not contain this increase. It is not a correction to $K$: the quantum Green–Kubo formula uses the Kubo-transformed correlation, whose height for a harmonic mode equals the classical value. Real crystals also have other oscillating flux terms, such as beats between two phonons. They are absent from this model and can alias in the same way if their frequencies lie near a multiple of the saving frequency. The complete numerical output follows.

## Calculated quantities

```
temperature: 300 K
lattice constant: 0.42 nm
masses: 24.3 and 16.0 u
reduced mass: 9.648 u
pair density: 53.99 nm^-3
species energies: 0.50 and -0.50 eV
relative transport energy h: 0.500 eV
optical frequency: 12.0 THz
angular frequency w: 75.398 rad/ps
period: 83.33 fs
damping time 1/g: 1.00 ps
acoustic relaxation time: 5.0 ps
acoustic conductivity: 50.00 W/(m K)
optical amplitude K: 72.091 W/(m K ps)
acoustic amplitude: 10.000 W/(m K ps)
K/g: 72.091 W/(m K)
continuous optical integral, size: 3.5e-14 W/(m K)
continuous damped-cosine integral: 0.01268 W/(m K)
largest running optical integral: 0.937 W/(m K)
bound K/w: 0.956 W/(m K)
correlation ratio after one period: 0.9200
optical sum, interval 1.00 period: 72.13276 W/(m K)
optical sum, interval 1.01 period: 45.87734 W/(m K)
optical sum, interval 1.10 period: 1.42196 W/(m K)
optical sum, interval 0.50 period: 0.03128 W/(m K)
optical sum, interval 0.05 period: 0.00021 W/(m K)
once-per-period sum up to 1 ps: 45.60 W/(m K)
once-per-period sum up to 3 ps: 68.54 W/(m K)
sampled/continuous, damped cosine: 5689
relative detuning for half height g/w: 1.33 %
acoustic sum, once per period: 50.0012 W/(m K)
total, continuous: 50.000 W/(m K)
total, once per period: 122.134 W/(m K)
total, block averages: 50.000 W/(m K)
simulation: 300 runs of 100 ps each
simulation frame spacing: 4.167 fs
simulated optical, all frames: -0.0025 +/- 0.0039 W/(m K)
simulated optical, one per period: 76.8796 +/- 2.2987 W/(m K)
simulated optical, period averages: 0.0003 +/- 0.0001 W/(m K)
cross-correlation bound: 0.459 W/(m K)
hbar w/(kB T): 1.920
quantum/classical velocity variance: 1.290
artefact loss from 1 fs Verlet step: 0.032 %
artefact for damping time 0.5 ps: 36.13 W/(m K)
artefact for damping time 2.0 ps: 144.20 W/(m K)
```
